# Tracer diffusivity by vacancy jumps in an fcc crystal, part 1

(Sections cited here and not found follow in the second part.)

## First half: counting the jumps and their correlations

In a copper-like crystal at 1000 K, modelled with the rough parameters given near the end, a vacancy has the diffusivity $3.84\times10^{-6}$ cm²/s and a marked atom has $1.11\times10^{-11}$ cm²/s. Their ratio is $2.90\times10^{-6}$. The fraction of vacant sites, however, is $3.71\times10^{-6}$. Since an atom moves when a vacancy comes to it, one might expect the two numbers to agree. The atom is slower than this expectation by 22 percent. The theorem below explains both the near agreement and the missing 22 percent.

### Model and conventions

The marked atom is called the tracer. The fcc crystal has lattice parameter $a$, the edge of the cubic cell. A vacancy is an empty site, and $c_v$ is the fraction of sites that are empty. The assumptions are these.

1. A vacancy moves by exchanging places with one of its nearest neighbours. The rate of exchange with **one particular** neighbour is $w$.
2. The tracer exchanges at the same rate $w$ as a host atom.
3. Vacancies neither attract nor repel each other, and no field or gradient favours any direction.
4. The crystal is a single crystal with uniform $c_v$, and $c_v\ll1$. Results are stated to leading order in $c_v$.

The diffusivity is defined by the long-time mean square displacement of the tracer,

$$D=\lim_{t\to\infty}\frac{\langle R^2(t)\rangle}{6t}. \tag{1}$$

The 6 belongs to three dimensions: each Cartesian component contributes $2Dt$. The algebra is in atomic units, $\hbar=m_e=e=1$, and temperature enters as the energy $k_BT$. Numbers for the example are in nm, eV, K and cm²/s.

**Theorem.** Under assumptions 1 to 4,

$$D=f\,a^2c_v w,\qquad f=\frac{1-\lambda}{1+\lambda}, \tag{2}$$

$$\lambda=\frac16\left\langle\frac{\sin^2x\,(\cos y+\cos z)^2}{1-\gamma}\right\rangle,\qquad \gamma=\frac{\cos x\cos y+\cos y\cos z+\cos z\cos x}{3}, \tag{3}$$

where the brackets in (3) denote the average over $-\pi<x,y,z<\pi$. Numerically $\lambda=0.12268$ and $f=0.78145$.

The factor $a^2c_vw$ comes from counting neighbours. The number $f$, called the correlation factor, comes from the tendency of a vacancy to undo the jump it has just caused.

### Lemma 1: the neighbour shell

Let $\mathbf z$ run over the vectors from a site to its nearest neighbours. There are 12 of them, their squared length is $r^2=a^2/2$, and

$$\sum_{\mathbf z}z_\alpha z_\beta=2a^2\delta_{\alpha\beta}. \tag{4}$$

*Proof.* The vectors are $\frac a2(\pm1,\pm1,0)$, $\frac a2(\pm1,0,\pm1)$ and $\frac a2(0,\pm1,\pm1)$. Each group has four members, which makes 12. Each vector has squared length $\frac{a^2}{4}(1+1)=\frac{a^2}{2}$.

For $\alpha=\beta=x$, the first two groups contribute. They contain eight vectors with $z_x^2=a^2/4$, so the sum is $8a^2/4=2a^2$. The other two axes are equivalent. For $\alpha=x$, $\beta=y$, only the first group contributes, and its four products are $\frac{a^2}{4}(1-1-1+1)=0$. The other mixed sums vanish in the same way. ∎

### Lemma 2: the jump rate of the tracer

The mean number of tracer jumps per unit time is

$$\Gamma=12\,c_vw. \tag{5}$$

*Proof.* Every exchange and its reverse have the same rate $w$. A probability distribution that gives all arrangements of vacancies and atoms equal weight is therefore stationary: each arrangement gains from every exchange as much as it loses. Take $N$ sites with $N_v$ vacancies. If the tracer occupies a given site, the vacancies are spread evenly over the remaining $N-1$ sites, and a chosen neighbour site is empty with probability $N_v/(N-1)$. For a large crystal this is $c_v$.

An empty neighbour site causes a tracer jump at rate $w$. Mean values add even when the occupations of different sites are not independent, so the 12 neighbour sites together give $12c_vw$. ∎

If the directions of successive jumps were independent, the mean square displacement after $n$ jumps would be $nr^2$, and with $n=\Gamma t$ on average,

$$D_0=\frac{\Gamma r^2}{6}=\frac{1}{6}\,(12c_vw)\,\frac{a^2}{2}=a^2c_vw. \tag{6}$$

The 12 from the coordination number is cancelled by the 6 of three dimensions and the 2 of the squared jump length. That is why no numerical factor remains.

**Remark on the meaning of $w$.** A vacancy has 12 neighbours, so its total jump rate is $w_{\rm tot}=12w$. Written with the total rate, (6) becomes $a^2c_vw_{\rm tot}/12$. Written with the jump length, it becomes $2r^2c_vw$. These are the same result. Inserting a total rate where the rate per neighbour is meant makes the diffusivity 12 times too large.

### Lemma 3: the diffusivity of the vacancy

An isolated vacancy among host atoms has the diffusivity

$$D_v=a^2w. \tag{7}$$

*Proof.* Let $p(\mathbf R,t)$ be the probability that the vacancy is at $\mathbf R$. It gains from the 12 neighbour sites and loses to them:

$$\frac{\partial p(\mathbf R)}{\partial t}=w\sum_{\mathbf z}\left[p(\mathbf R+\mathbf z)-p(\mathbf R)\right].$$

A wave $e^{i\mathbf k\cdot\mathbf R}$ decays at the rate $w\sum_{\mathbf z}(1-e^{i\mathbf k\cdot\mathbf z})$. The vectors $\mathbf z$ and $-\mathbf z$ both occur, so the sine parts cancel and the rate is $w\sum_{\mathbf z}(1-\cos\mathbf k\cdot\mathbf z)$. For wavelengths much longer than $a$, $1-\cos u\approx u^2/2$. With (4),

$$\frac w2\sum_{\mathbf z}(\mathbf k\cdot\mathbf z)^2=\frac w2\,2a^2k^2=a^2w\,k^2.$$

The diffusion equation gives the decay rate $D_vk^2$, which identifies $D_v$. The result does not depend on the direction of $\mathbf k$. ∎

The expected ratio in the opening paragraph is now clear: without correlation, $D_0/D_v=c_v$. With correlation, the theorem gives $D/D_v=fc_v$. A vacancy's successive jumps are uncorrelated because all the host atoms around it are alike. The tracer's jumps are different, because the vacancy that has just moved it is still next to it.

### Lemma 4: what the tracer remembers

Let $\mathbf r_i$ be the displacement of the tracer in its $i$-th jump. To leading order in $c_v$, there is a constant $C$ such that the mean of the next displacement, given the whole past, is

$$E[\mathbf r_{i+1}\mid\text{past}]=C\,\mathbf r_i. \tag{8}$$

*Proof.* Immediately after jump $i$, the vacancy that caused it occupies the site the tracer has left. Seen from the tracer, that site is at $-\mathbf r_i$. Host atoms are interchangeable, so nothing else about the earlier motion of this vacancy matters.

There are two possibilities for the next jump. Either the same vacancy returns and causes it, or this vacancy wanders away for good and another one arrives. The number of vacancy steps before a return has a distribution that becomes independent of $c_v$ as $c_v\to0$, while the wait for another vacancy grows as $1/(c_vw)$. The chance that the two kinds of event interfere therefore vanishes in the dilute limit. The other vacancies are spread evenly around the tracer, and inversion through the tracer maps an arrival from $\mathbf z$ into an equally likely arrival from $-\mathbf z$. A fresh vacancy thus contributes zero to the mean displacement.

It remains to find the direction of the contribution from the returning vacancy. Put the tracer at the origin and the vacancy at $\mathbf s=\frac a2(1,1,0)$. Reflection $z\to-z$ and interchange of $x$ and $y$ both leave the lattice, the tracer and the vacancy unchanged. The mean next displacement must be unchanged too. The first symmetry makes its $z$ component zero, and the second makes its $x$ and $y$ components equal. It is therefore parallel to $\mathbf s$, and so to $\mathbf r_i$. The 12 neighbour sites are equivalent by cubic symmetry, so the constant of proportionality is common to all of them. ∎

The magnitude of $C$ cannot exceed the probability that the vacancy returns. In the second half this probability is found to be 0.256, so $|C|<1$.

### Lemma 5: the sum over correlated jumps

After $n$ jumps, for large $n$,

$$\frac{\langle R_n^2\rangle}{nr^2}\to f=\frac{1+C}{1-C}. \tag{9}$$

*Proof.* The displacement is $\mathbf R_n=\sum_i\mathbf r_i$. Squaring it gives $n$ diagonal terms and each mixed term twice:

$$\langle R_n^2\rangle=nr^2+2\sum_{i<j}\langle\mathbf r_i\cdot\mathbf r_j\rangle.$$

Repeated use of (8) removes one jump at a time: the mean of $\mathbf r_{i+k}$ is $C$ times that of $\mathbf r_{i+k-1}$, and so on down to $\mathbf r_i$. Hence $\langle\mathbf r_i\cdot\mathbf r_{i+k}\rangle=C^kr^2$. There are $n-k$ pairs at separation $k$, so

$$\frac{\langle R_n^2\rangle}{nr^2}=1+2\sum_{k=1}^{n-1}\left(1-\frac kn\right)C^k.$$

Because $|C|<1$, the sum of $kC^k$ is finite, and the part divided by $n$ vanishes. The geometric series gives

$$1+2\,\frac{C}{1-C}=\frac{1-C+2C}{1-C}=\frac{1+C}{1-C}.\;∎$$

Two limits show the meaning. For $C=0$ the jumps are independent and $f=1$. For $C\to-1$ each jump is reversed by the next and $f\to0$: the tracer may jump often, but it rattles between two sites and does not diffuse.

### Lemma 6: from the number of jumps to time

The diffusivity is $D=f\,\Gamma r^2/6$.

This needs a proof of its own, because direction and waiting time are linked. A jump soon after the last one is probably caused by the returning vacancy, and is then likely to be a reversal. One cannot simply treat the number of jumps in time $t$ as independent of their directions.

*Proof.* Define a corrected position

$$\mathbf Y_n=\mathbf R_n+\beta\,\mathbf r_n,\qquad \beta=\frac{C}{1-C}. \tag{10}$$

Then $1+\beta=1/(1-C)$ and $(1+\beta)C=\beta$. The increment is

$$\mathbf d_n=\mathbf Y_n-\mathbf Y_{n-1}=(1+\beta)\mathbf r_n-\beta\mathbf r_{n-1}.$$

By (8), its mean given the past is $[(1+\beta)C-\beta]\mathbf r_{n-1}=0$. Its mean square given the past is

$$r^2\left[(1+\beta)^2-2\beta(1+\beta)C+\beta^2\right]=r^2\left[(1+\beta)^2-\beta^2\right]=r^2(1+2\beta)=fr^2,$$

where $(1+\beta)C=\beta$ was used in the middle term.

Let $T_n$ be the time of jump $n$ and $N(t)$ the number of jumps up to time $t$. Add those $\mathbf d_n$ with $n\ge2$ for which $T_{n-1}\le t$. Whether a term is included is known before jump $n$ takes place, so each included term still has zero mean given the past. All mixed products therefore average to zero. There are $N(t)$ terms, and by Lemma 2 their mean number is $\Gamma t$. The mean square of the sum is $fr^2\Gamma t$.

For $N(t)\ge1$ the sum equals $\mathbf Y_{N+1}-\mathbf Y_1$. The actual position is $\mathbf R_N=\mathbf Y_{N+1}-(1+\beta)\mathbf r_{N+1}$. The two differ by a vector of length at most $2(1+\beta)r$, which does not grow with time. It changes $\langle R^2\rangle$ by terms growing no faster than $\sqrt t$. Division by $6t$ in (1) leaves $fr^2\Gamma/6$. ∎

Combining Lemma 6 with (6) gives

$$D=f\,\frac{\Gamma r^2}{6}=f\,a^2c_vw,\qquad f=\frac{1+C}{1-C}. \tag{11}$$

The number $C$ is still to be found.

## Second half: the returning vacancy and the value of $f$

The following is taken from the first half. The lattice parameter is $a$, the vacancy fraction is $c_v$, and $w$ is the exchange rate of a vacancy with one particular neighbour. The 12 neighbour vectors $\mathbf z$ have squared length $r^2=a^2/2$ and satisfy $\sum z_x^2=2a^2$. The tracer diffusivity is $D=fa^2c_vw$ with $f=(1+C)/(1-C)$. After a tracer jump $\mathbf r_1$, the vacancy is at $-\mathbf r_1$ seen from the tracer, and the mean next jump is $C\mathbf r_1$. Vacancies that arrive afresh contribute nothing to this mean.

### Lemma 7: an equation for the mean next jump

Place the tracer at the origin and one vacancy at $\mathbf s$. Let $\mathbf U(\mathbf s)$ be the mean displacement of the tracer in the next jump caused by this vacancy, counted as zero if the vacancy never reaches it. With the convention $\mathbf U(0)=0$,

$$\mathbf U(\mathbf s)-\frac1{12}\sum_{\mathbf z}\mathbf U(\mathbf s+\mathbf z)=
\begin{cases}\mathbf s/12,&\mathbf s\text{ a neighbour site of the tracer},\\0,&\text{otherwise}.\end{cases} \tag{12}$$

*Proof.* The vacancy chooses each of its 12 steps with probability $1/12$. The times between steps do not matter for the direction of the next tracer jump. If $\mathbf s$ is not next to the tracer, $\mathbf U(\mathbf s)$ is the average of $\mathbf U$ over the 12 sites that can follow. This is the second case of (12).

If $\mathbf s$ is next to the tracer, 11 steps lead elsewhere. The remaining step, $-\mathbf s$, exchanges the vacancy with the tracer and moves the tracer by $+\mathbf s$. It contributes $\mathbf s/12$. In the sum over $\mathbf z$ this step appears as $\mathbf U(0)/12=0$, so the full sum may be kept.

At $\mathbf s=0$, the left side of (12) is $-\frac1{12}\sum_{\mathbf z}\mathbf U(\mathbf z)$. Inversion through the tracer gives $\mathbf U(-\mathbf s)=-\mathbf U(\mathbf s)$, so the sum vanishes and (12) holds there as well. ∎

This last point removes the main difficulty. The tracer stops the vacancy's walk when it is reached, yet for the odd function $\mathbf U$ the equation has the same form as on a lattice without a tracer.

### Lemma 8: solution by the free walk

Let $G(\mathbf s)$ be the mean number of visits to $\mathbf s$ by a free random walk that starts at the origin, the start included. Then

$$\mathbf U(\mathbf s)=\frac1{12}\sum_{\mathbf z}G(\mathbf s-\mathbf z)\,\mathbf z. \tag{13}$$

*Proof.* A visit to $\mathbf s$ is either the start or follows a visit to a neighbour of $\mathbf s$, so

$$G(\mathbf s)-\frac1{12}\sum_{\mathbf z}G(\mathbf s+\mathbf z)=\delta_{\mathbf s,0}. \tag{14}$$

In Fourier form the solution is

$$G(\mathbf s)=\left\langle\frac{e^{i\mathbf k\cdot\mathbf s}}{1-\gamma}\right\rangle,\qquad\gamma=\frac1{12}\sum_{\mathbf z}\cos\mathbf k\cdot\mathbf z. \tag{15}$$

With $x=k_xa/2$ and likewise for $y$ and $z$, the four vectors $\frac a2(\pm1,\pm1,0)$ contribute $2\cos(x+y)+2\cos(x-y)=4\cos x\cos y$. The three groups together give the $\gamma$ of (3). At small $k$ the integrand of (15) grows as $1/k^2$, which is integrable in three dimensions. The corners of the cube, where $x$, $y$ and $z$ are all $\pm\pi$, are equivalent to $\mathbf k=0$ and behave in the same way. Hence $G$ is finite and tends to zero at large distance.

By (14), the right side of (13) satisfies (12). It also vanishes far away, as does $\mathbf U$, since a distant vacancy has a vanishing chance of ever reaching the tracer. The difference of the two equals the average of its neighbours at every site. If a component had a positive maximum, all neighbours would share that value, then their neighbours, and so on to infinity, where it must be zero. The same holds for a negative minimum. The difference is therefore zero. ∎

This part has shown that $D=f\,a^2c_vw$ with $f=(1+C)/(1-C)$, and has expressed the mean next jump $\mathbf U$ caused by a vacancy through the visits $G$ of a free random walk. It remains to obtain $C$ from $\mathbf U$ on the neighbour shell, which completes the proof, and then to evaluate $f$, test it and apply it to the example.

All numerical values are calculated from the stated model.
